\section*{Decay of metal-induced gap states in a symmetric linear two-band model}

\section{The question at a contact}

When a metal touches a semiconductor film, some electron energies of the metal lie inside the semiconductor gap. An electron at such an energy cannot travel into the film, but its wave function does not stop at the interface either. It leaks in and dies away. These tails are the metal-induced gap states. A contact model needs to know how deep they reach, and how the depth depends on the position of the energy in the gap.

The answer below holds for a clean, ordered semiconductor with one conduction and one valence band, treated in an envelope description. The two band edges must lie at the same wave vector and be coupled to each other, as the conduction and light-hole bands of a direct-gap crystal are, and the hole mass used below is that of this coupled band. A heavy-hole band, or an indirect gap such as that of silicon, is not described. Disorder tails and defect states, which an amorphous oxide also has, are left out. The $x$ axis points from the interface at $x=0$ into the semiconductor, energies $E$ are measured from midgap, and $D=E_g/2$ is half the gap. The Hamiltonian for motion normal to the interface is
\begin{equation}
H=v\,p\,\sigma_x+D\,\sigma_z,\qquad p=-i\hbar\frac{d}{dx},
\label{H}
\end{equation}
with constant $v>0$ and Pauli matrices acting on the two band components. The result is
\begin{equation}
\kappa(E)=\frac{\sqrt{D^2-E^2}}{\hbar v},\qquad
\kappa(0)\equiv\kappa_0=\frac{E_g}{2\hbar v},
\label{main}
\end{equation}
where the wave function falls as $e^{-\kappa x}$. The density falls as $e^{-2\kappa x}$, so its midgap decay constant is $E_g/(\hbar v)$. Confusing the two changes every depth by a factor of two.

\section{What the parameters mean}

For a plane wave, $p=\hbar k$. Squaring (\ref{H}) removes the cross terms, because $\sigma_x\sigma_z+\sigma_z\sigma_x=0$, and leaves
\begin{equation}
E^2=D^2+(\hbar v k)^2 .
\label{bands}
\end{equation}
The two bands are mirror images about $E=0$. The group velocity in the upper band is
\begin{equation}
\frac{1}{\hbar}\frac{dE}{dk}=v\,\frac{\hbar v k}{\sqrt{D^2+(\hbar vk)^2}} .
\end{equation}
It vanishes at the band edge and tends to $v$ for $\hbar v k\gg D$. Within the model, the $v$ in (\ref{main}) is therefore the velocity far from the gap. In a real crystal the bands may bend before this limit is reached, and $v$ must then be found from the bands near the gap. If only the edge mass is known, expand (\ref{bands}) for small $k$:
\begin{equation}
E\simeq \pm\left(D+\frac{\hbar^2v^2k^2}{2D}\right)
\quad\Rightarrow\quad m=\frac{D}{v^2},
\label{mass}
\end{equation}
the same for electrons and holes. Inserting $v=\sqrt{D/m}$ gives a form that needs no velocity:
\begin{equation}
\kappa_0=\frac{D}{\hbar v}=\frac{\sqrt{mD}}{\hbar}=\frac{\sqrt{mE_g/2}}{\hbar}.
\label{kmass}
\end{equation}

\section{Decay constant in the gap}

The equation $H\psi=E\psi$ reads $-i\hbar v\,\sigma_x\psi'=(E-D\sigma_z)\psi$. Multiply from the left by $i\sigma_x/(\hbar v)$ and use $\sigma_x^2=1$:
\begin{equation}
\psi'=M\psi,\qquad M=\frac{i}{\hbar v}\,\sigma_x\,(E-D\sigma_z).
\label{M}
\end{equation}
Since $\sigma_x\sigma_z\sigma_x=-\sigma_z$, the square of $M$ is a number:
\begin{align}
M^2&=-\frac{1}{(\hbar v)^2}\,\sigma_x(E-D\sigma_z)\sigma_x\,(E-D\sigma_z)\nonumber\\
&=-\frac{(E+D\sigma_z)(E-D\sigma_z)}{(\hbar v)^2}
=\frac{D^2-E^2}{(\hbar v)^2}.
\end{align}
The trace of $M$ is zero, because $\sigma_x$ and $\sigma_x\sigma_z$ are traceless. Its eigenvalues are thus $+\kappa$ and $-\kappa$ with $\kappa$ from (\ref{main}), real for $|E|<D$. In a half-space the growing solution is not allowed, and $e^{-\kappa x}$ remains.

Rearranged, the result is
\begin{equation}
(\hbar v\kappa)^2+E^2=D^2 ,
\label{circle}
\end{equation}
a semicircle in the plane of $E$ and $\hbar v\kappa$. Its single highest point is at $E=0$. Near the top, $\kappa\simeq\kappa_0(1-E^2/2D^2)$, so a small error in the position of midgap hardly matters. Near the edges $\kappa$ goes to zero as a square root and the tails become long. There it is better to compute $\kappa$ as $\sqrt{(D-E)(D+E)}/(\hbar v)$, which avoids subtracting two nearly equal squares.

\subsection{The one-band limit}

With $\hbar^2v^2=\hbar^2D/m$ from (\ref{mass}),
\begin{equation}
\kappa^2=\frac{m(D-E)(D+E)}{\hbar^2D}
=\frac{2m(D-E)}{\hbar^2}\;\frac{D+E}{2D}.
\label{oneband}
\end{equation}
The first factor is the square of the usual decay constant under a barrier of height $D-E$. The second tends to 1 at the conduction edge, where the one-band formula is recovered. At midgap it is $1/2$, so the one-band formula gives a decay constant too large by $\sqrt2$. Below midgap the error grows: the one-band value keeps rising while the true one falls, because the state is turning into a valence state.

\subsection{Oblique incidence}

A smooth interface conserves the transverse wave vector $q$. Let it enter through an added term $\hbar v q\,\sigma_y$, and write $S=D\sigma_z+\hbar vq\sigma_y$. This $S$ also anticommutes with $\sigma_x$, and $S^2=D^2+(\hbar vq)^2$. The steps above then give
\begin{equation}
M^2=-\frac{(E+S)(E-S)}{(\hbar v)^2}
=\frac{S^2-E^2}{(\hbar v)^2}
\;\Rightarrow\;\kappa_q=\sqrt{\kappa^2+q^2}.
\label{q}
\end{equation}
Midgap gives the fastest decay at each $q$, and normal incidence reaches deepest at each $E$.

In a real contact many $q$ contribute. For $q\ll\kappa$, $\kappa_q\simeq\kappa+q^2/2\kappa$. If there are two transverse directions that enter through $q^2$ alone, and the density at the interface is smooth and nonzero near $q=0$, the sum at large depth is proportional to
\begin{equation}
e^{-2\kappa x}\int\!\frac{d^2q}{(2\pi)^2}\,e^{-q^2x/\kappa}
=\frac{\kappa}{4\pi x}\,e^{-2\kappa x},\qquad \kappa x\gg1 .
\end{equation}
The exponential rate is unchanged, but the local slope of the logarithm is $-(2\kappa+1/x)$. A fit of a pure exponential to a $q$-summed density therefore overestimates $2\kappa$, by a fraction of about $1/(2\kappa x)$.

\section{How much density the metal supplies}

The constant $\kappa$ belongs to the semiconductor. The amplitude in front of the exponential depends on the metal and the bond between the two. A simple case can be solved fully: a gapless metal with the same $v$ and a constant potential $U$, $H=vp\,\sigma_x+U$ for $x<0$.

In this metal the waves are eigenvectors of $\sigma_x$. One moves right and one moves left, with $\hbar vk=E-U$:
\begin{equation}
\psi=\frac{1}{\sqrt2}\begin{pmatrix}1\\1\end{pmatrix}e^{ikx}
+\frac{r}{\sqrt2}\begin{pmatrix}1\\-1\end{pmatrix}e^{-ikx}.
\end{equation}
In the semiconductor take $\psi=(a,b)^T e^{-\kappa x}$. The upper row of the wave equation is $i\hbar v\kappa\,b=(E-D)\,a$, so
\begin{equation}
b=i g\,a,\qquad g=\frac{D-E}{\hbar v\kappa}=\sqrt{\frac{D-E}{D+E}} .
\end{equation}
The equation is of first order with finite coefficients and equal $v$ on both sides, so both components are continuous at $x=0$: $a=(1+r)/\sqrt2$ and $b=(1-r)/\sqrt2$. Then $1-r=ig(1+r)$, or
\begin{equation}
r=\frac{1-ig}{1+ig},\qquad |r|=1 .
\end{equation}
Reflection is total, as it must be when no wave travels on. The density at the interface is
\begin{equation}
|a|^2+|b|^2=\frac{|1+r|^2+|1-r|^2}{2}=1+|r|^2=2 .
\end{equation}

To turn this into a density of states, let the metal have a large length $L$. The right- and left-moving spinors are orthogonal, so the density in the metal is 2 everywhere and the norm is $2L$, up to a part that does not grow with $L$. A round trip adds a phase $2kL$ plus slowly varying reflection phases. The allowed $k$ are thus spaced by $\pi/L$, and there are $L/(\pi\hbar v)$ levels per unit energy. Multiplying by the normalized density $2e^{-2\kappa x}/(2L)$ gives, per spin and for the channel at normal incidence ($q=0$),
\begin{equation}
\rho(E,x)=\frac{e^{-2\kappa(E)x}}{\pi\hbar v}.
\label{rho}
\end{equation}
The potential $U$ has dropped out: it changes $k$ in the metal, but not the spinors that are matched at $x=0$. This holds at $q=0$ only. With the term $\hbar vq\,\sigma_y$ present in the metal as well, the spinors depend on $\hbar vq/(E-U)$, the interface density depends on $q$, $E$ and $U$, and it vanishes for $|E-U|<\hbar v|q|$, where the metal has no travelling wave. The rest of this section treats $q=0$. For this contact the interface value is the same at all gap energies, so at any $x>0$ the density is lowest at midgap.

Integrating over depth gives the number of induced states per unit energy,
\begin{equation}
N(E)=\int_0^\infty\!\rho\,dx=\frac{1}{2\pi\hbar v\kappa}
=\frac{1}{2\pi\sqrt{D^2-E^2}},
\label{N}
\end{equation}
which is $1/(\pi E_g)$ at midgap and does not contain $v$. A larger $v$ makes the tails longer and thinner in equal measure. Over the whole gap,
\begin{equation}
\int_{-D}^{D}\!N\,dE=\frac{1}{2\pi}\Bigl[\arcsin\frac{E}{D}\Bigr]_{-D}^{D}=\frac12 .
\label{half}
\end{equation}
This contact places half a state per spin in the gap for the channel $q=0$; for $q\neq0$ the number depends on $q$ and $U$. It is not the net charge: completeness fixes the total spectral weight at each point, so the weight found in the gap is missing from the bands.

\section{Fastest decay is not lowest density}

An atomic chain shows what a different contact can do, and also gives an independent test of (\ref{rho}). Let the semiconductor have alternating bonds $t_1,t_2=t\pm D/2$ and two atoms per cell of length $a$. The Bloch matrix has zero diagonal and off-diagonal element $t_1+t_2e^{-ik'a}$, so
\begin{equation}
E^2=t_1^2+t_2^2+2t_1t_2\cos k'a .
\end{equation}
Put $k'=\pi/a+k$ and expand for small $ka$:
\begin{equation}
E^2\simeq(t_1-t_2)^2+t_1t_2a^2k^2 .
\end{equation}
With $t_1-t_2=D$ and $t=\hbar v/a$ this becomes (\ref{bands}) as $a\to0$. The metal is a semi-infinite chain with all bonds equal to $t$. For small $a$ the contact is transparent if the linking bond is also $t$. Either semiconductor bond may then come first, since exchanging them only reverses the sign of $D$, which leaves (\ref{rho}) unchanged; the test uses the strong one.

Now let the first semiconductor bond be the weak one, $t_-=t-D/2$, followed by $t_+=t+D/2$, and let the link be $w<t$. Number the semiconductor atoms $0,1,2,\dots$ and the metal atoms $-1,-2,\dots$. At $E=0$ the equations on atoms $1$ and $-1$ are
\begin{equation}
t_-\psi_0+t_+\psi_2=0,\qquad t\,\psi_{-2}+w\,\psi_0=0 .
\end{equation}
The first makes the even-atom amplitudes shrink by $t_-/t_+$ per cell. On the odd atoms the ratio is inverted, so they would grow and must be zero. The second equation gives
\begin{equation}
|\psi_0|^2=\left(\frac{t}{w}\right)^2|\psi_{-2}|^2 .
\label{enh}
\end{equation}
A weaker link raises the midgap density, because the weak first bond creates an interface resonance there. The decay into the semiconductor is unaffected. An implementation should therefore keep two separate inputs: $\kappa(E)$ from the semiconductor bands, and an interface density that depends on the contact.

\section{When the bands are not symmetric or not linear}

Let the masses differ through a term $ck^2$ times the unit matrix, meant as a correction at small $k$. The band edges now have
\begin{equation}
\frac{\hbar^2}{m_e}=\frac{\hbar^2v^2}{D}+2c,\qquad
\frac{\hbar^2}{m_h}=\frac{\hbar^2v^2}{D}-2c .
\label{masses}
\end{equation}
The bands obey $(E-ck^2)^2=D^2+(\hbar vk)^2$. Setting $k=i\kappa$,
\begin{equation}
(E+c\kappa^2)^2+(\hbar v\kappa)^2=D^2 .
\label{asym}
\end{equation}
Both terms on the left are non-negative, so $\kappa\le D/(\hbar v)$, with equality when $E+c\kappa^2=0$. The largest decay constant keeps its value $\kappa_0$, but it sits at
\begin{equation}
E^*=-c\,\kappa_0^2=-\frac{D}{2}\,\frac{m_h-m_e}{m_h+m_e}.
\label{shift}
\end{equation}
The last form follows from (\ref{masses}): the difference of the two equations gives $4c$, and their sum gives $2\hbar^2v^2/D=2D/\kappa_0^2$. If the electron is lighter than the hole, the maximum moves towards the valence band. Within this family of models, equal masses are what places it at midgap.

One caution applies to numerical root finding. As an equation for $y=\kappa^2$, (\ref{asym}) is quadratic, and the product of its roots is $(E^2-D^2)/c^2<0$. There is one positive root, the evanescent state, and one negative root, a travelling wave with $k$ near $\hbar v/|c|$ for small $c$. For small $c$ the latter comes from using the $k^2$ term far outside its range and must be discarded. When one mass is much larger than the other, this root has $k$ comparable to $\kappa_0$. The $k^2$ term is then no longer a small correction, and (\ref{shift}) is only a rough guide.

Symmetry alone does not fix the height of the maximum. Replace $D$ by $D+\beta k^2$ in (\ref{H}), with small $\beta$. The bands stay mirror images, and
\begin{equation}
E^2=(D-\beta\kappa^2)^2-(\hbar v\kappa)^2 .
\end{equation}
For small nonzero $\beta$ each gap energy also has a second evanescent root, with $\kappa$ near $\hbar v/|\beta|$. It lies far outside the range of the $\beta k^2$ term and must be discarded. On the physical branch the right side falls steadily from $D^2$ to zero as $\kappa$ grows from zero, so the largest $\kappa$ still belongs to $E=0$. Its value now follows from $D-\beta\kappa^2=\hbar v\kappa$, which to first order in $\beta$ gives $\kappa\simeq\kappa_0-\beta\kappa_0^2/(\hbar v)$. The position thus rests on the symmetry and the value $E_g/(2\hbar v)$ on the linear coupling.

\section{Worked example}

Take round model parameters in Hartree atomic units ($\hbar=1$): $E_g=0.1$ hartree and $v=0.5$. Then $D=0.05$ hartree, the edge mass is $m=0.05/0.25=0.2$ electron masses, and
\begin{equation}
\kappa_0=\frac{0.1}{2\times0.5}=0.1\ \text{per bohr}.
\end{equation}
The midgap amplitude falls by $e$ over 10 bohr (0.53 nm), the density over 5 bohr (0.26 nm). At $E=0.03$ hartree, $\kappa=\sqrt{0.0025-0.0009}/0.5=0.08$ per bohr; at $0.0475$ hartree, close to the edge, it is only 0.031. The one-band formula at midgap gives $\sqrt{2\times0.2\times0.05}=0.141$ per bohr. A transverse wave vector of 0.05 per bohr raises the midgap value to $\sqrt{0.01+0.0025}=0.112$ per bohr.

A density decay length of 0.26 nm is comparable to the distance between atoms. An envelope model is then an estimate, and a quantitative value for a given material needs its full complex band structure. The model is on firmer ground when $\hbar v/D$ spans many atomic distances.

For the transparent contact the interface density of states is $1/(0.5\pi)=0.637$ per hartree per bohr. At a depth of 10.1 bohr, (\ref{rho}) gives $0.637\,e^{-2.02}=0.0845$ at midgap and $0.637\,e^{-1.616}=0.1265$ at $E=0.03$ hartree, in the same unit. The chain with $a=0.2$ bohr gives 0.0845 and 0.1267. Over five gap energies and depths below 20 bohr, the chain departs from (\ref{rho}) by at most 0.44\% of the formula value for $a=0.4$ bohr and 0.22\% for $a=0.2$ bohr. Halving the cell halves the difference, as expected of a spacing error of first order. The depth-integrated midgap density is $1/(0.1\pi)=3.18$ states per hartree in both descriptions, and the chain with $a=0.2$ bohr, cut at a depth of 150 bohr, gives 0.5005 for the half state of (\ref{half}). The cut lowers this value by about 0.0002; the excess over $1/2$ is again a spacing error of first order.

For the resonant contact with $w=0.3\,t$, the chain gives 0.957 per hartree per bohr at midgap and 0.104 at $E=0.03$ hartree, again at 10.1 bohr. The order is reversed, yet the decay constants read from the chain are still 0.100 and 0.080 per bohr. The midgap density exceeds that of the transparent contact by a factor $0.957/0.0845=11.3$. Equation (\ref{enh}) gives $1/0.3^2=11.1$. The remaining 2\% comes from the finite cell: the density sits on the first atom of each cell, where it has decayed as $e^{-2\kappa aj}$ in cell $j$, while (\ref{rho}) is taken at the cell centre. The ratio is $e^{\kappa a}=e^{0.02}$.

Faster decay wins in the end. The two resonant densities differ by a factor 9.2 and their rates by $2(0.100-0.080)=0.04$ per bohr, so they become equal after a further $\ln 9.2/0.04\approx55$ bohr, at a depth of roughly 65 bohr. By then both are about $10^{-5}$ per hartree per bohr. In this example the contact, not the decay constant, decides the order of the two densities at every depth where they are appreciable.

For unequal masses take $c=0.5$ hartree bohr$^2$. Equation (\ref{masses}) gives $1/m_e=5+1=6$ and $1/m_h=5-1=4$, so $m_e=0.167$ and $m_h=0.25$ electron masses. The maximum moves to $E^*=-0.5\times0.01=-0.005$ hartree, a tenth of the half-gap towards the valence band, and its height stays 0.1 per bohr. The numerical eigenvalues give the same position and height. The full numerical output follows this text.

\section*{Table of computed values}
\begin{verbatim}
Gap Eg: 0.100 hartree
Velocity v: 0.500 atomic units
Velocity from bands at k = 10 per bohr: 0.49998 atomic units
Band-edge mass: 0.2000 electron masses
Decay constant of the amplitude (eigenvalues):
  E = 0.0000 hartree: kappa = 0.10000 per bohr
  E = 0.0150 hartree: kappa = 0.09539 per bohr
  E = 0.0300 hartree: kappa = 0.08000 per bohr
  E = 0.0400 hartree: kappa = 0.06000 per bohr
  E = 0.0475 hartree: kappa = 0.03122 per bohr
Energy of largest kappa: 0.000000 hartree from midgap
Largest kappa: 0.10000 per bohr = 1.8897 per nm
Midgap amplitude decay length: 10.000 bohr = 0.5292 nm
Midgap density decay length: 5.000 bohr = 0.2646 nm
One-band kappa at midgap: 0.14142 per bohr
One-band / two-band at midgap: 1.4142
kappa at midgap with q = 0.05 per bohr: 0.11180 per bohr
Interface density of states 1/(pi v): 0.6366 per hartree per bohr
Chain results, cell 0.2 bohr, at depth 10.1 bohr:
  transparent, E = 0.000 hartree: density of states 0.0845 per hartree per bohr, kappa 0.10000 per bohr
  transparent, E = 0.030 hartree: density of states 0.1267 per hartree per bohr, kappa 0.08000 per bohr
  resonant, E = 0.000 hartree: density of states 0.9572 per hartree per bohr, kappa 0.10000 per bohr
  resonant, E = 0.030 hartree: density of states 0.1044 per hartree per bohr, kappa 0.08000 per bohr
  continuum formula, E = 0.000 hartree: 0.0845 per hartree per bohr
  continuum formula, E = 0.030 hartree: 0.1265 per hartree per bohr
Resonant contact: link bond / metal bond = 0.3
Largest relative error, cell 0.4 bohr: 0.00438
Largest relative error, cell 0.2 bohr: 0.00216
Depth-integrated states at midgap, chain: 3.1831 per hartree
Depth-integrated states at midgap, 1/(pi Eg): 3.1831 per hartree
Gap states per spin and channel, chain: 0.5005
Scalar k^2 coefficient c: 0.50 hartree bohr^2
Unequal masses: electron 0.1667, hole 0.2500 electron masses
Energy of largest kappa, unequal masses: -0.00500 hartree
Largest kappa, unequal masses: 0.10000 per bohr
\end{verbatim}
